# Coverage-independent collective diffusion and slowed tagged atoms in an exclusion lattice gas

## Result and assumptions

Atoms occupy the sites of a Bravais lattice, at most one per site. An atom hops by each neighbour vector $\delta$ at rate $\Gamma$ if the target site is empty. The set of vectors contains $-\delta$ whenever it contains $\delta$. The rate depends on neither the site, the direction, nor the occupation of any other site. The lattice has $M$ sites with periodic boundaries and holds $N$ atoms; $\theta=N/M$ is the coverage. Large-lattice statements take the long-time limit first and then $M\to\infty$ at fixed $\theta$.

**Theorem.** Let
$$D_0=\frac{\Gamma}{2}\sum_\delta \delta_x^2$$
be the diffusion coefficient of a lone atom along $x$.

(a) For every initial distribution, the mean occupations obey the equation of a lone atom. The collective coefficient, which governs the decay of long-wavelength coverage variations, is therefore $D_c=D_0$ at every coverage.

(b) In equilibrium, a tagged atom has $D_t\le(1-\theta)D_0$ on a large lattice. It is slower than a lone atom at any $0<\theta<1$.

The condition on the rates matters. It is not enough that exclusion is the only interaction *energy*: neighbours must also leave the hopping barrier unchanged. In the algebra (atomic units, in which $\hbar$ never appears) $k_BT$ is an energy and $\beta=1/k_BT$.

## Proof of (a)

Let $n_i$ be 0 or 1. Site $i$ gains an atom from neighbour $j=i+\delta$ at rate $\Gamma n_j(1-n_i)$ and loses one to it at rate $\Gamma n_i(1-n_j)$. Hence
$$\frac{d\langle n_i\rangle}{dt}=\Gamma\sum_j\langle n_j-n_jn_i-n_i+n_in_j\rangle=\Gamma\sum_j\big(\langle n_j\rangle-\langle n_i\rangle\big).$$
The products cancel before any average is taken, so correlations need not be neglected.

Insert a ripple $\langle n_i\rangle=\theta+A(t)\cos(q\cdot R_i)$. Since
$$\cos(q\cdot R_i+q\cdot\delta)=\cos(q\cdot R_i)\cos(q\cdot\delta)-\sin(q\cdot R_i)\sin(q\cdot\delta),$$
and the sine terms of $\delta$ and $-\delta$ cancel, $\dot A=-\omega(q)A$ with
$$\omega(q)=\Gamma\sum_\delta\big[1-\cos(q\cdot\delta)\big].$$
For small $q$ along $x$, $1-\cos(q\delta_x)\approx q^2\delta_x^2/2$, so $\omega\approx D_0q^2$. Coverage appears nowhere. $\square$

On a triangular lattice of spacing $a$, two vectors have $\delta_x=\pm a$ and four have $\delta_x=\pm a/2$. Thus $\sum_\delta\delta_x^2=3a^2$ and $D_0=3\Gamma a^2/2$.

**Remark (why blocking is invisible).** Suppose that two neighbouring atoms, instead of blocking each other, exchanged places at rate $\Gamma$. The occupations would not change. The occupation dynamics is therefore the same as one in which the contents of every neighbouring pair of sites are swapped at rate $\Gamma$, and there each content walks freely. A tagged atom reveals the difference, because real atoms do not swap.

**Remark (nearly full layer).** A single vacancy moves by each $\delta$ at rate $\Gamma$, because the atom on that side can hop into it. It too diffuses with $D_0$, which is the collective motion as $\theta\to1$.

## A lemma on displacements

Consider a finite set of configurations $s$ with rates $r(s\to s')$ and equilibrium weights $p(s)$ obeying detailed balance, $p(s)r(s\to s')=p(s')r(s'\to s)$. Let a displacement $X$ change by $\Delta$ in each move and by $-\Delta$ in the reverse move. Define
$$(Lf)(s)=\sum_{s'}r(s\to s')[f(s')-f(s)],\qquad v=\sum_{s'}r\Delta,\qquad S=\frac12\sum_{s'}r\Delta^2 .$$

**Lemma.** The coefficient $D_X=\lim_{t\to\infty}\langle X^2\rangle/2t$ is
$$D_X=\langle S\rangle-\langle vg\rangle,\qquad -Lg=v,\qquad \langle vg\rangle\ge0 .$$

*Proof.* The equation for $g$ is solvable if $\langle vh\rangle=0$ for every $h$ that no move changes. Exchanging $s$ and $s'$ in $\sum p\,r\,\Delta\,h(s)$ reverses its sign while $h(s')=h(s)$, so the sum is zero.

Let $Y=X+g(s_t)-g(s_0)$. Its mean rate of change in any configuration is $v+Lg=0$. In $(Y+\Delta Y)^2-Y^2=2Y\Delta Y+\Delta Y^2$ the first term therefore averages to zero, and
$$\frac{d\langle Y^2\rangle}{dt}=\Big\langle\sum_{s'}r(\Delta+\Delta g)^2\Big\rangle,\qquad \Delta g=g(s')-g(s).$$
Because $g$ is bounded, $X$ and $Y$ have the same diffusion coefficient, which is half this rate:
$$D_X=\langle S\rangle+\Big\langle\sum r\Delta\,\Delta g\Big\rangle+\frac12\Big\langle\sum r(\Delta g)^2\Big\rangle .$$
Exchanging $s$ and $s'$ gives $\langle\sum r\Delta\,g(s')\rangle=-\langle vg\rangle$, so the middle term is $-2\langle vg\rangle$. The same exchange gives
$$\frac12\Big\langle\sum r(\Delta g)^2\Big\rangle=\langle g(-L)g\rangle=\langle vg\rangle .$$
This is non-negative, and the three terms add up to the stated result. $\square$

The term $\langle vg\rangle$ is the memory term. It is strictly positive unless $v=0$ throughout: if it vanished, no move would change $g$, and then $v=-Lg=0$.

## Proof of (b), and why the sum of displacements has no memory

**Tagged atom.** Describe the other $N-1$ atoms by their positions relative to the tagged one. Each move has a reverse with the same rate, so all arrangements on the other $M-1$ sites are equally likely. A given neighbour site is empty with probability $(M-N)/(M-1)$. The lemma gives
$$D_t=\frac{M-N}{M-1}D_0-\langle vg\rangle,\qquad v=\Gamma\sum_\delta\delta_x(1-n_\delta).$$
For large $M$ the first term tends to $(1-\theta)D_0$. As the memory term cannot be negative, (b) follows. $\square$

**All atoms.** For the summed displacement the drift is
$$J=\Gamma\sum_i\sum_\delta\delta_x n_i(1-n_{i+\delta}).$$
The part without a product vanishes because $\sum_\delta\delta_x=0$. In $\sum_{i,\delta}\delta_xn_in_{i+\delta}$, renaming $i+\delta$ as $i$ and $\delta$ as $-\delta$ returns the same sum with opposite sign, so it is also zero. Thus $J=0$ in every configuration and there is no memory term. Per atom,
$$D_J=\lim_{t\to\infty}\frac{\langle(\sum X)^2\rangle}{2tN}=\frac{M-N}{M-1}D_0\to(1-\theta)D_0 .$$

An occupied pair blocks one hop along $\delta$ and one along $-\delta$. The two losses cancel in the sum, but a single tagged atom feels only its own. After a hop, the site behind it is certainly empty while the site ahead may not be, which favours a return.

## How the two coverage factors cancel

The coefficient $D_J$ still depends on coverage. To connect it with $D_c$, apply a weak force $F$ along $x$ to every atom, multiplying each rate by $e^{\beta F\Delta/2}\approx1+\beta F\Delta/2$. Write the steady distribution as $p(1+\beta F\phi)$. By detailed balance, the unperturbed moves change it at rate $\beta F\,p\,L\phi$. The altered rates contribute
$$\frac{\beta F}{2}\sum_{s'}\big[p(s')r(s'\to s)\Delta(s'\to s)-p(s)r(s\to s')\Delta(s\to s')\big]=-\beta F\,pJ .$$
Stationarity requires $L\phi=J$, so $\phi=-g$. The mean summed velocity is
$$\beta F\big(\langle S\rangle+\langle J\phi\rangle\big)=\beta F\big(\langle S\rangle-\langle Jg\rangle\big)=\beta F\,M\sigma,$$
where $\sigma=\theta D_J$ is the mobility factor per site.

In equilibrium under a force, the flux it drives is balanced by diffusion, and $F=d\mu/dx$, where $\mu$ is the chemical potential belonging to the local coverage. For slow variations the diffusive flux is therefore $-\beta\sigma\,(d\mu/d\theta)\,d\theta/dx$, and
$$D_c=\sigma\beta\frac{d\mu}{d\theta}=D_J\,\theta\beta\frac{d\mu}{d\theta}.$$
With exclusion alone the sites are independent, with $\theta=e^{\beta\mu}/(1+e^{\beta\mu})$. Hence $\beta\mu=\ln[\theta/(1-\theta)]$ and $\theta\beta\,d\mu/d\theta=1/(1-\theta)$. Blocking multiplies $D_J$ by $1-\theta$, the thermodynamic driving force is multiplied by $1/(1-\theta)$, and $D_c=D_0$ again.

## The extreme case: atoms on a ring

On a ring with nearest-neighbour hops, atoms cannot pass one another. The displacements of any two atoms differ by a bounded amount, so each equals $\sum X/N$ up to a bounded term. With $D_0=\Gamma a^2$,
$$D_t=\frac{D_J}{N}=\frac{\Gamma a^2(M-N)}{N(M-1)} .$$
At fixed coverage this vanishes as $M\to\infty$, while $D_c$ stays at $\Gamma a^2$. For half-filled rings of 6, 8 and 10 sites, $D_t/D_0$ obtained directly from the decay of $\langle e^{ikX}\rangle$ at small $k$ is 0.2000, 0.1429 and 0.1111, as the formula gives.

## Where coverage independence can fail

**Unequal sites.** If an atom leaves site $i$ at rate $\Gamma_i$, the balance between $i$ and $j$ becomes
$$\Gamma_jn_j(1-n_i)-\Gamma_in_i(1-n_j)=\Gamma_jn_j-\Gamma_in_i+(\Gamma_i-\Gamma_j)n_in_j .$$
The product survives, and the equation for the means no longer closes. The proof of (a) then fails, but whether $D_c$ varies with coverage depends on the arrangement of the sites. On a chain with two alternating rates it does not: enumeration of rings of 8 to 16 sites with rate ratios 4 and 20 gives the lone-atom value $2\Gamma_1\Gamma_2a^2/(\Gamma_1+\Gamma_2)$ at coverages from 0.1 to 0.9 (a numerical finding, not proved here). On a chain with three repeating rates $\Gamma_1,\Gamma_2,\Gamma_3$ it does unless all are equal: a lone atom has $D=3\Gamma_1\Gamma_2\Gamma_3a^2/(\Gamma_1\Gamma_2+\Gamma_2\Gamma_3+\Gamma_3\Gamma_1)$, whereas a lone vacancy, which moves at the rate of the atom that fills it, has $D=9\Gamma_1\Gamma_2\Gamma_3a^2/(\Gamma_1+\Gamma_2+\Gamma_3)^2$.

**Neighbours that change only the barrier.** In one dimension, let the hop rate between $i$ and $i+1$ be $\Gamma[1+b(n_{i-1}+n_{i+2})]$ in both directions, with $b\ge0$. Equilibrium is unchanged. The net current from $i$ to $i+1$ is
$$\Gamma(n_i-n_{i+1})[1+b(n_{i-1}+n_{i+2})]=\Gamma(h_i-h_{i+1}),$$
$$h_i=n_i+b(n_{i-1}n_i+n_in_{i+1}-n_{i-1}n_{i+1}),$$
as expansion confirms: the terms $n_in_{i+1}$ cancel in the difference. For slow variations the sites are locally independent, so $\langle h\rangle=\theta+b\theta^2$ and
$$D_c=\Gamma a^2\frac{d\langle h\rangle}{d\theta}=D_0(1+2b\theta).$$
For $b=0.5$ and $\theta=0.4$ this is $1.4D_0$. Enumeration of a nine-site ring, using $D_c=\sigma\beta\,d\mu/d\theta$, gives 1.4000.

**Neighbour energy.** Let each occupied neighbouring pair cost energy $w$, and let an atom with $m_i$ occupied neighbours hop at rate $\Gamma e^{\beta wm_i}$. This satisfies detailed balance, because removing the atom removes $m_i$ pairs. To first order in $w$ three ingredients are needed.

1. At fixed coverage the free energy per site changes by the mean pair energy $zw\theta^2/2$, where $z$ is the number of neighbours. Hence $\beta\mu=\ln[\theta/(1-\theta)]+z\beta w\theta$ and $\theta\beta\,d\mu/d\theta=[1+z\beta w\theta(1-\theta)]/(1-\theta)$.

2. Configurations with and without an atom at $i$ have weight ratio $e^{\beta\mu-\beta wm_i}$. Therefore $\langle n_i(1-n_j)e^{\beta wm_i}\rangle=e^{\beta\mu}P_{00}$, where $P_{00}$ is the probability that neighbours $i$ and $j$ are both empty. With $u_i=n_i-\theta$, the pair energy is $w\sum u_ku_l$ plus constants and linear terms, which fixing $\theta$ absorbs. In the correlation of $u_iu_j$ with this sum only the pair $(i,j)$ itself survives, so $\langle u_iu_j\rangle=-\beta w\theta^2(1-\theta)^2$ and
$$P_{00}=(1-\theta)^2+\langle u_iu_j\rangle=(1-\theta)^2(1-\beta w\theta^2).$$

3. The summed drift $J$ vanishes at $w=0$, so it is of order $w$ and the memory term is of order $w^2$.

The mobility factor is then $\sigma=D_0\theta(1-\theta)[1+\beta w(z\theta-\theta^2)]$, and
$$\frac{D_c}{D_0}=1+\beta w\big[z\theta(2-\theta)-\theta^2\big]+O(w^2).$$
With these rates, weak repulsion speeds up collective diffusion and weak attraction slows it.

**Test of the closure.** A triangular $3\times3$ cell was started from a random, strongly correlated distribution over its 512 configurations and followed for a time $0.1/\Gamma$. The mean occupations from the full master equation and from the lone-atom equation differ by less than $3\times10^{-16}$, which is rounding error. With $\beta w=0.5$ the largest difference from the same lone-atom equation is 0.036. With site rates spread from $0.3\Gamma$ to $3\Gamma$, and those rates also used in the lone-atom equation, it is 0.18.

## Worked example: a ripple in an adatom layer

Take a triangular lattice with $a=0.9$ nm, a barrier of 0.4 eV, an attempt rate of $10^{13}$ s$^{-1}$ and $T=650$ K. Then $k_BT=0.0560$ eV and
$$\Gamma=10^{13}\,e^{-0.4/0.0560}\ \mathrm{s^{-1}}=7.9\times10^9\ \mathrm{s^{-1}},$$
$$D_c=\tfrac32\Gamma a^2=9.6\times10^{-5}\ \mathrm{cm^2/s}=9.6\times10^{11}\ \text{Å}^2/\mathrm{s}.$$
A coverage ripple of wavelength 100 nm decays in $1/\omega(q)=2.6\times10^{-8}$ s at any mean coverage. The discreteness of the lattice changes $\omega$ by only $-0.02\%$ relative to $D_0q^2$.

Tagged diffusion was simulated on a periodic $20\times20$ lattice with 600 independent runs. One sweep is one attempted hop per site, a time $1/(6\Gamma)$; in two dimensions the mean square displacement of a lone atom grows as $4D_0t$, which is $4D_0/(6\Gamma)=a^2$ per sweep. Hence $D_t/D_0$ is the mean gain per sweep between sweeps 15 and 60, in units of $a^2$, and $D_J/D_0$ is the mean square of the summed displacement after 60 sweeps, divided by $60Na^2$. Temperature and all rates are the same at the three coverages.

| $\theta$ | $D_c/D_0$ | $D_J/D_0$ | $D_t/D_0$ | $D_t$ (cm²/s) |
|---|---|---|---|---|
| 0.2 | 1 | 0.79 ± 0.03 | 0.730 ± 0.005 | $7.0\times10^{-5}$ |
| 0.4 | 1 | 0.57 ± 0.02 | 0.502 ± 0.002 | $4.8\times10^{-5}$ |
| 0.6 | 1 | 0.38 ± 0.02 | 0.298 ± 0.001 | $2.9\times10^{-5}$ |

The uncertainties are statistical standard errors and do not cover the finite lattice and time window. On a $24\times24$ lattice between sweeps 60 and 180, $D_t/D_0$ is $0.735\pm0.005$, $0.500\pm0.002$ and $0.294\pm0.001$, so the entry at $\theta=0.6$ is uncertain by about 0.004. As a test of the simulation, a $3\times3$ cell with four atoms gave $0.568\pm0.003$ against 0.565 from solving its master equation.

The summed motion follows $1-\theta$ within 1.5 standard errors. The tagged atom lies below it: $D_t/[(1-\theta)D_0]$ is 0.91, 0.84 and 0.75. This further reduction is the memory term. At $\theta=0.6$ the tagged coefficient $D_t$ is about 3.4 times smaller than the collective coefficient $D_c$.

## The real surface

The parameters are rough values meant for the regime of In adatoms on InSb(111)A during growth, where a $2\times2$ reconstruction suggests one site per large surface cell and threefold symmetry makes diffusion isotropic. The barrier is an assumed value, not a computed one. The coverages of 0.2 to 0.6 were chosen to make the blocking visible; they are not estimates for a growing surface.

The result is sensitive to the neglect of neighbour interactions. With the hop rates $\Gamma e^{\beta wm_i}$ used above, and to first order, a repulsion of 1 meV raises $D_c$ by 3.8%, 6.6% and 8.4% at the three coverages. A 10% shift needs 2.6, 1.5 and 1.2 meV. At 10 meV and $\theta=0.4$ the first-order shift would be 66%, too large to trust. A $3\times3$ cell solved without that expansion gives $D_c/D_0=1.89$ for repulsion and 0.51 for attraction; a $4\times4$ cell gives 1.885 and 0.504, so these values depend little on cell size. With these hop rates, coverage independence at these coverages thus requires interactions far below $k_BT$, which cannot be presumed for a real adatom layer. With several unequal sites within one surface cell the proof would no longer apply, and $D_c$ could depend on coverage.

Island nucleation, capture at steps and incorporation with Sb are not estimated here. The omissions that are estimated below matter less. At an assumed landing rate of one atom per site per second, $2.6\times10^{-8}$ atoms land per site during the decay. With an assumed desorption energy of 2.4 eV, the fraction of atoms lost is $6.5\times10^{-14}$. The leading tunnelling correction, with the barrier frequency set equal to the attempt rate, raises $\Gamma$ by 2.3%, probably an overestimate, since the corresponding quantum of 41 meV lies above the optical phonons of InSb (about 24 meV, which would give 0.7%); it multiplies all rates alike and so introduces no dependence on coverage. The ratio of $k_BT$ to the barrier is 0.14, so hops are activated but not extremely rare, and some longer jumps may occur. If these require only an empty final site, they add vectors $\delta$ with their own rates, the products still cancel pair by pair, and $D_c$ remains independent of coverage. If they also require empty sites along the way, that cancellation is no longer assured. The remaining figures are in the numerical output.

## Computed values

```
Closure error, exclusion only: 2.2e-16
Closure error, bw = 0.5: 0.0359
Closure error, unequal sites: 0.1793
Facilitated ring b=0.5, theta=0.4: D_c/D_0 = 1.4000
Half-filled ring M=6: D_t/D_0 = 0.2000
Half-filled ring M=8: D_t/D_0 = 0.1429
Half-filled ring M=10: D_t/D_0 = 0.1111
3x3 cell, N=4: exact D_t/D_0 = 0.5650
3x3 cell, N=4: Monte Carlo = 0.5677 +- 0.0026
Site spacing: 0.9 nm
Barrier: 0.4 eV
Attempt rate: 1.0e+13 1/s
Temperature: 650 K
k_B T: 0.05601 eV
Hop rate per direction: 7.918e+09 1/s
D_c = D_0: 9.620e-05 cm2/s
D_c = D_0 converted: 9.620e+11 angstrom2/s
Ripple wavelength: 100 nm
Ripple decay time, every coverage: 2.634e-08 s
Monte Carlo lattice: 20 x 20 sites, 600 replicas
theta=0.2: D_c/D_0 = 1.000000 (enumeration)
  D_t/D_0 = 0.730 +- 0.005, bound 0.8
  correlation factor = 0.913
  summed-motion D_J/D_0 = 0.789 +- 0.031
  D_t = 7.02e-05 cm2/s
  D_c shift for w=+1 meV: 3.8 %; 10 % at 2.64 meV
theta=0.4: D_c/D_0 = 1.000000 (enumeration)
  D_t/D_0 = 0.502 +- 0.002, bound 0.6
  correlation factor = 0.836
  summed-motion D_J/D_0 = 0.571 +- 0.024
  D_t = 4.82e-05 cm2/s
  D_c shift for w=+1 meV: 6.6 %; 10 % at 1.52 meV
theta=0.6: D_c/D_0 = 1.000000 (enumeration)
  D_t/D_0 = 0.298 +- 0.001, bound 0.4
  correlation factor = 0.745
  summed-motion D_J/D_0 = 0.379 +- 0.015
  D_t = 2.87e-05 cm2/s
  D_c shift for w=+1 meV: 8.4 %; 10 % at 1.20 meV
w=+10 meV, theta=0.4, 3x3 cell: D_c/D_0 = 1.89
w=-10 meV, theta=0.4, 3x3 cell: D_c/D_0 = 0.51
Landing rate per site: 1.0 1/s
Landings per site in decay time: 2.6e-08
Desorption energy: 2.4 eV
Desorptions per atom in decay time: 6.5e-14
Leading tunnelling correction to rate: 2.3 %
k_B T / barrier: 0.140
Lattice dispersion correction: -0.020 %
```
